# Monopole Finite-Size Correction for a Charged Vacancy in a Cubic Cell

## 1. Definitions and conventions

A vacancy of net charge $qe$ is placed in a simple cubic supercell of side $L$, repeated periodically. The host is an insulator with a scalar dielectric constant $\varepsilon$. The quantity wanted is $E_{\rm iso}$, the energy of one such vacancy in an infinite host; the periodic calculation gives $E_{\rm per}(L)$. Until Section 7 charges are in units of $e$ and $4\pi\varepsilon_0=1$, so that a unit charge in vacuum has the potential $1/r$.

A periodic potential has equal fields on opposite faces of the cell. The flux out of the cell is therefore zero, and by Gauss's law so is the charge inside. A charged vacancy can be treated periodically only if its charge is compensated, here by a uniform background of density $-q/L^3$. The potential of a unit point charge, its images and the background is the function $\psi$ defined by

$$\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big],\qquad \int_{\rm cell}\psi\,d^3r=0, \tag{1}$$

where $\mathbf R$ runs over the lattice of supercells. Among periodic functions, the differential equation fixes $\psi$ up to a constant, and the second condition fixes the constant. This zero-mean convention corresponds to leaving out the $\mathbf G=0$ term in reciprocal space:

$$\psi(\mathbf r)=\frac{4\pi}{L^3}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}. \tag{2}$$

The result to be derived is

$$E_{\rm per}(L)=E_{\rm iso}-\frac{\alpha q^2}{2\varepsilon L}+O(L^{-3}), \tag{3}$$

with $\alpha$ a pure number. It assumes that the vacancy charge is localized well inside the cell and that the host far from it responds linearly.

## 2. The potential of the images and the background

The vacancy's own potential is present in the isolated system too. What periodicity adds is

$$w(\mathbf r)=\psi(\mathbf r)-\frac1r. \tag{4}$$

Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the point charge at the origin drops out, and for $r<L$ we have $\nabla^2w=4\pi/L^3$. Because $\nabla^2r^2=6$, the function $2\pi r^2/(3L^3)$ has this same Laplacian. The difference $w-2\pi r^2/(3L^3)$ is then harmonic and regular at the origin, and can be expanded in harmonic polynomials of degree $l=0,1,2,\dots$

Cubic symmetry removes most of them. Inversion forbids odd $l$. For $l=2$ the polynomial is $\mathbf r\cdot\mathsf A\cdot\mathbf r$ with $\mathsf A$ symmetric and traceless. Reflections of single axes make $\mathsf A$ diagonal, exchange of axes makes its diagonal elements equal, and zero trace makes them vanish. The first term after the constant is thus $l=4$.

The dependence on $L$ follows from scaling. If $\psi_1$ solves (1) for $L=1$, then

$$\psi_L(\mathbf r)=\frac1L\,\psi_1(\mathbf r/L), \tag{5}$$

because the two derivatives and the prefactor give $L^{-3}$, while $\delta(\mathbf r/L)=L^3\delta(\mathbf r)$. The constant term of $w$ therefore varies as $1/L$ and the degree-four term as $r^4/L^5$:

$$w(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right). \tag{6}$$

This defines $\alpha$. It is minus the potential, at a unit charge in a unit cube, of all its images and the background.

## 3. The value of $\alpha$

Take $L=1$ and write $1/r=\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r$ with any $\eta>0$. The first part is short-ranged and is summed in real space. The second is the potential of a normalized Gaussian charge proportional to $e^{-\eta^2r^2}$, whose Fourier transform is $e^{-G^2/4\eta^2}$; it is summed as in (2). The real-space part has the mean value

$$\int\frac{\mathrm{erfc}(\eta r)}{r}\,d^3r=4\pi\int_0^\infty r\,\mathrm{erfc}(\eta r)\,dr=\frac{\pi}{\eta^2}, \tag{7}$$

which must be subtracted to keep the total mean at zero. At the origin the term of the charge itself, less $1/r$, is $-\mathrm{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Collecting terms and reversing the sign gives

$$\alpha=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2}-\sum_{\mathbf n\neq0}\frac{\mathrm{erfc}(\eta n)}{n}-\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}=2.837297, \tag{8}$$

where $\mathbf n$ has integer components and $\mathbf G$ is $2\pi$ times such a vector.

A direct sum gives the same number and shows what the zero-mean convention does. Give each lattice point its own unit cube of background, and add the cells in a growing cube:

$$S=\lim_{M\to\infty}\Big[\sum_{0<\max|n_i|\le M}\frac1n-\int_{\text{cube of side }2M+1}\frac{d^3r}{r}\Big]. \tag{9}$$

Each cell is neutral and, by symmetry, has no dipole or quadrupole, so its outer potential falls off fast enough for the limit to exist. The mean of the summed potential equals the integral over all space of the potential $u$ of one cell. Let the charge density of that cell be $\rho_c$, with transform $\rho_c(\mathbf k)$. Expanding $e^{-i\mathbf k\cdot\mathbf r}$ to second order and using cubic symmetry gives $\rho_c(\mathbf k)\simeq-\tfrac{k^2}{6}\int\rho_cr^2d^3r$, hence

$$\int u\,d^3r=\lim_{k\to0}\frac{4\pi\rho_c(\mathbf k)}{k^2}=-\frac{2\pi}{3}\int\rho_c r^2d^3r=\frac{\pi}{6}. \tag{10}$$

The last step uses the fact that the point charge contributes nothing to the second moment, while the background contributes $-3\times\tfrac1{12}=-\tfrac14$. The zero-mean potential at the charge is $S-\pi/6$, so $\alpha=\pi/6-S$. With $81^3$ cells this gives 2.837301, in agreement with (8) to within $10^{-5}$.

The positive sign of $\alpha$ means that, in this convention, the background's attraction outweighs the images' repulsion. The periodic energy is too low.

## 4. A localized charge in vacuum

Let $\rho(\mathbf r)$ be a fixed, localized density with total charge $q$. The periodic energy per cell is half the integral of charge times potential. The background adds nothing to this integral, because it multiplies a potential of zero mean. Subtracting the isolated energy leaves

$$E_{\rm per}-E_{\rm iso}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'. \tag{11}$$

Insert (6). The constant gives $-\alpha q^2/(2L)$. For the quadratic term, define $Q=\int\rho r^2d^3r$ and $\mathbf p=\int\rho\,\mathbf r\,d^3r$. From $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$ the double integral is $2qQ-2p^2$, and

$$E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2L}+\frac{2\pi(qQ-p^2)}{3L^3}+O(L^{-5}). \tag{12}$$

For a charged density neither $Q$ nor $\mathbf p$ is independent of the origin, but the combination is. Moving all positions by $\mathbf a$ changes $qQ$ by $2q\,\mathbf a\cdot\mathbf p+q^2a^2$ and changes $p^2$ by the same amount.

Two Gaussian charges of $1.5$ and $-0.5$, centred at $x=1.0$ and $1.6$ bohr, serve as a test. Each has the standard deviation $\sigma=0.5$ bohr along every axis, which adds $3\sigma^2=0.75$ bohr$^2$ to the mean of $r^2$ for each. Here $q=1$, $Q=0.97$ and $p^2=0.49$, so $qQ-p^2=0.48$ in atomic units. For $L=10$ bohr the energies in hartree are

$$\underbrace{-0.141865}_{1/L\ \text{term}}+\underbrace{0.001005}_{L^{-3}\ \text{term}}=-0.140860,$$

while the reciprocal-space sum minus the isolated energy is $-0.140863$. The remainder, $-3.02\times10^{-6}$, falls by a factor of 32.02 when $L$ is doubled, as expected for a term in $L^{-5}$, since $2^5=32$.

For a density with $\mathbf p=0$, the ratio of the second term in (12) to the first has magnitude $(4\pi/3\alpha)\,|Q/q|/L^2$. For a charge density of one sign, the monopole term is a good approximation only when the charge is compact on the scale of the cell.

## 5. Screening by the host

In a linear host the macroscopic potential obeys $\varepsilon\nabla^2\phi=-4\pi\rho_{\rm ext}$, where $\rho_{\rm ext}$ contains the vacancy charge and the background but not the induced charge. Every long-wavelength potential is thus divided by $\varepsilon$. At an intermediate charge $q'$, periodicity shifts the potential at the vacancy by

$$\Delta\phi(q')=-\frac{\alpha q'}{\varepsilon L}+O(L^{-3}). \tag{13}$$

Now build up the charge from $0$ to $q$, increasing the background in step. Adding $dq'$ to the vacancy costs the potential there times $dq'$; adding to the background costs nothing, because the mean potential is zero. The work beyond that needed in the infinite host is

$$\Delta E=\int_0^q\Delta\phi(q')\,dq'=-\frac{\alpha}{\varepsilon L}\int_0^qq'\,dq'=-\frac{\alpha q^2}{2\varepsilon L}, \tag{14}$$

which is (3). The factor $\tfrac12$ arises because the image charges grow together with the vacancy charge.

The same energy can be divided into a bare and an induced part:

$$-\frac{\alpha q^2}{2\varepsilon L}=-\frac{\alpha q^2}{2L}+\frac{\alpha q^2}{2L}\Big(1-\frac1\varepsilon\Big). \tag{15}$$

The second part is the change in the host's polarization energy. In the infinite host, polarization extends to all distances and lowers the energy; in the cell, part of this gain is missing. For $\varepsilon\to1$ the induced part vanishes and the vacuum result returns. For $\varepsilon\to\infty$ it cancels the bare part.

The value of $\varepsilon$ must match the response allowed in the calculation. If the ions are held fixed at their positions in the unpolarized host, it is the electronic (clamped-ion) constant. If they are relaxed for the charge $q$ itself, it is the static constant, which includes the ionic displacements. Ions frozen in a geometry relaxed for a different charge, as in a vertical transition, carry a long-range polarization of their own. Then (3) holds with neither constant, and a $1/L$ term remains even for $q=0$; this case is not treated here.

**The surroundings of the vacancy.** Close to the vacancy the response may be nonlinear and is not described by the bulk $\varepsilon$. This does not alter the $1/L$ term, for three reasons:

- By Gauss's law the leading term of the far potential is $q/(\varepsilon r)$ whatever the structure of the core, so the shift (13) is unchanged.
- A constant potential shift exerts no force and does not polarize a core of fixed charge. The first part of the image potential that can do so varies as $qr^2/(\varepsilon L^3)$.
- The core may add a short-range potential $v_s$. Keeping the mean at zero then shifts the whole potential by $-L^{-3}\int v_s\,d^3r$, which is again of order $L^{-3}$. A core without inversion symmetry can also have a dipole potential, which is not short-ranged. Its periodic images, too, contribute only from order $L^{-3}$, as the $p^2$ term in (12) shows for a density in vacuum.

The core thus affects $E_{\rm iso}$ and the $L^{-3}$ term.

## 6. A microscopic host

The argument of Section 5 uses a continuum. It can be tested on a host made of discrete points. Take a cubic lattice of spacing $a=1$ whose points have polarizability $A$, remove one point, and put a unit charge in its place. If the surroundings are regular, the field at the removed point is zero by symmetry. The point would have carried no dipole, so the vacancy then enters only through its charge. Let $\mathbf F_j$ be the field at point $j$ of the charge, its images and the background, and let $\mathsf T_{jk}$ give the field at $j$ of the dipole $\mathbf m_k$ and its images (for $j=k$, of the images only). The energy is

$$U=-\frac{\alpha}{2L}-\sum_j\mathbf m_j\cdot\mathbf F_j+\sum_j\frac{m_j^2}{2A}-\frac12\sum_{jk}\mathbf m_j\cdot\mathsf T_{jk}\cdot\mathbf m_k. \tag{16}$$

Setting the derivative with respect to $\mathbf m_j$ to zero gives $\mathbf m_j/A=\mathbf F_j+\sum_k\mathsf T_{jk}\cdot\mathbf m_k$. Multiplying by $\mathbf m_j/2$ and summing shows that the last two terms of (16) together equal $\tfrac12\sum_j\mathbf m_j\cdot\mathbf F_j$, so

$$U=-\frac{\alpha}{2L}-\frac12\sum_j\mathbf m_j\cdot\mathbf F_j. \tag{17}$$

No dielectric constant appears here. It is found separately from the perfect lattice in a uniform macroscopic field $\mathbf E$. The local field there is $\mathbf E+\tfrac{4\pi}{3}\mathbf P$, so $\mathbf P=A(\mathbf E+\tfrac{4\pi}3\mathbf P)$ and

$$\varepsilon=1+\frac{4\pi P}{E}=1+\frac{4\pi A}{1-4\pi A/3}. \tag{18}$$

Energies were computed for $L=8,10,12,14$ and resolved into powers $L^0,L^{-1},L^{-3},L^{-5}$. In the third case below, one neighbour of the vacancy has half the polarizability of the other points.

| Host | $\varepsilon$ | $1/L$ coefficient | $-\alpha/2\varepsilon$ |
|---|---|---|---|
| $A=0.06$ | 2.007 | $-0.7068$ | $-0.7068$ |
| $A=0.12$ | 4.032 | $-0.3510$ | $-0.3518$ |
| $A=0.12$, altered core | 4.032 | $-0.3513$ | $-0.3518$ |

The coefficients agree with the formula to within 0.3% of its value. The small differences may come from the powers of $1/L$ left out of the resolution; this was not examined separately.

For $A=0.12$ with the regular core, the raw energy rises by 0.0186 between $L=8$ and $L=14$, in units of $e^2/(4\pi\varepsilon_0a)$. After $\alpha/(2\varepsilon L)$ is added, the change is $-0.0002$. For $A=0.06$ the corrected energy instead rises, by 0.0003, so the drift that remains between these sizes does not have the same sign in every host.

Altering the core raises the energy by 0.0144 at $L=8$ and by 0.0146 at $L=14$. The core energy is comparable to the finite-size drift, yet it hardly depends on $L$, as Section 5 requires.

**Extrapolation without $\varepsilon$.** If two cell sizes are available, the $1/L$ term can be removed without knowing its coefficient. Write $E_i=E_{\rm iso}-K/L_i+C/L_i^3$, multiply by $L_i$, and subtract:

$$\frac{L_2E_2-L_1E_1}{L_2-L_1}=E_{\rm iso}-C\,\frac{L_1+L_2}{L_1^2L_2^2}. \tag{19}$$

For $A=0.06$ the raw energies $-0.438510$ at $L=8$ and $-0.400394$ at $L=14$ give

$$\frac{14(-0.400394)-8(-0.438510)}{6}=-0.34957,$$

against $-0.34985$ from all four sizes. The difference, 0.0003, is far smaller than the raw error of 0.051 at $L=14$.

## 7. The correction in practice

Restoring units multiplies energies by $e^2/(4\pi\varepsilon_0)$. The amount to be added to the supercell energy is

$$\boxed{\;E_{\rm corr}=+\frac{\alpha\,q^2e^2}{8\pi\varepsilon_0\,\varepsilon L},\qquad \alpha=2.8373\;} \tag{20}$$

It is positive for vacancies of either sign, grows as the square of the charge, and is inversely proportional to both $\varepsilon$ and $L$.

**Potential reference.** The formation energy of a charged vacancy also contains $q$ times the electron chemical potential, which must be referred to the bulk potential. If this reference is found by comparing potentials far from the vacancy, the periodic potential $q\psi/\varepsilon$ must first be subtracted. By (5) it too scales as $1/L$, and leaving it in would mix a second term of that order with (20).

**Example.** Take the round model values $q=+2$, $\varepsilon=10$ and $T=1000$ K. With $e^2/(4\pi\varepsilon_0)=14.400$ eV Å,

$$E_{\rm corr}L=\frac{2.8373\times2^2\times14.400}{2\times10}\ \text{eV Å}=8.171\ \text{eV Å}. \tag{21}$$

A dilute vacancy concentration is proportional to $e^{-E_f/kT}$, where $E_f$ is the formation energy. Omitting the correction makes $E_f$ too low and multiplies the concentration by $e^{E_{\rm corr}/kT}$, provided that everything else, including the electron chemical potential, is held fixed. With $kT=0.0862$ eV:

| $L$ (Å) | $E_{\rm corr}$ (eV) | Concentration factor |
|---|---|---|
| 10 | 0.817 | $1.3\times10^4$ |
| 15 | 0.545 | $5.6\times10^2$ |
| 20 | 0.409 | $1.1\times10^2$ |

Doubling the cell length means eight times the volume but only halves the error. To bring the correction down to 0.05 eV by size alone would take $L=8.171/0.05\approx163$ Å. Adding (20) removes this term at no cost, but it does not by itself guarantee such accuracy in a small cell. For a Gaussian charge of standard deviation $\sigma$ in the same dielectric, the second term of (12) divided by $\varepsilon$ is $2\pi q^2\sigma^2/(\varepsilon L^3)$; at $L=10$ Å this is 0.036 eV for $\sigma=1$ Å and 0.14 eV for $\sigma=2$ Å.

**Consequences for diffusion.** When host atoms diffuse by jumping into vacancies, their diffusion coefficient contains the vacancy concentration and the jump rate. The jump rate depends on the migration barrier, the energy difference between the saddle point and the initial site. If $q$, $\varepsilon$ and $L$ are the same in both configurations and the charge stays localized, (20) cancels in the barrier and a difference of order $L^{-3}$ remains. It does not cancel in the formation energy. At a fixed electron chemical potential, thermally formed vacancies therefore carry the full error into the diffusion coefficient. If charge neutrality sets that potential, it shifts in response, and the error can be smaller or larger. It is smaller when free carriers compensate the vacancies. When vacancies of charge $+q$ are compensated by vacancies of charge $-q'$ computed in the same cell without correction, mass action replaces $q^2$ by $qq'$ in the concentration factor, so the error grows for $q'>q$. If doping fixes the vacancy concentration, the formation energy does not enter in this way, and the leading error is absent.

**Where the result fails.** If the vacancy's charge spreads over the cell or occupies a band state, there is no compact monopole and (6) cannot be used term by term. In a metal, mobile electrons screen the vacancy within a short distance, and no long-range potential of a fixed charge $q$ remains to be corrected. In a supercell that is not simple cubic, including fcc and bcc cells, $\alpha$ generally has a different value, and in an anisotropic host $\varepsilon$ is a tensor, so the scalar formula does not apply. Even where (20) holds, it leaves elastic interactions, band filling and the $L^{-3}$ electrostatic terms untreated. The numerical output below gives the energies to more digits.

## Values computed for the example and the checks

```
alpha, split lattice sum          = 2.837297
alpha, direct sum of 81^3 cells   = 2.837301
Two Gaussians (vacuum, atomic units):
  charges 1.5, -0.5 e at x = 1.0, 1.6 bohr
  total charge = 1.0 e, width = 0.5 bohr
  Q = 0.9700 e bohr^2, p^2 = 0.4900 e^2 bohr^2
  qQ - p^2 = 0.4800 e^2 bohr^2
  isolated energy = 0.65565385 hartree
  L = 10 bohr: shift -0.14086259 hartree
    1/L term -0.14186487, L^-3 term 0.00100531 hartree
    remainder -3.02e-06 hartree
  L = 20 bohr: shift -0.07080687 hartree
    1/L term -0.07093244, L^-3 term 0.00012566 hartree
    remainder -9.44e-08 hartree
  remainder ratio on doubling L = 32.02
Polarizable lattice, spacing a, q = 1:
  energies in e^2/(4 pi eps0 a), polarizability in a^3
 weak host: polarizability 0.06, neighbour factor 1.0
  eps = 2.0071
  1/L coefficient: energies -0.70675, formula -0.70682
  extrapolated isolated energy = -0.349846
  raw       L=8a: -0.438510   L=14a: -0.400394
  corrected L=8a: -0.350158   L=14a: -0.349907
 strong host: polarizability 0.12, neighbour factor 1.0
  eps = 4.0320
  1/L coefficient: energies -0.35098, formula -0.35184
  extrapolated isolated energy = -0.553143
  raw       L=8a: -0.596865   L=14a: -0.578243
  corrected L=8a: -0.552885   L=14a: -0.553111
 strong host, altered core: polarizability 0.12, neighbour factor 0.5
  eps = 4.0320
  1/L coefficient: energies -0.35131, formula -0.35184
  extrapolated isolated energy = -0.538521
  raw       L=8a: -0.582456   L=14a: -0.563666
  corrected L=8a: -0.538475   L=14a: -0.538534
 core energy change, L=8a: 0.014409, L=14a: 0.014577
Example: q = +2 e, eps = 10, T = 1000 K
  e^2/(4 pi eps0) = 14.39965 eV angstrom
  kT = 0.086173 eV
  correction times L = 8.17122 eV angstrom
  L = 10 angstrom: correction = +0.8171 eV
    concentration factor if omitted = 1.313e+04
  L = 15 angstrom: correction = +0.5447 eV
    concentration factor if omitted = 5.564e+02
  L = 20 angstrom: correction = +0.4086 eV
    concentration factor if omitted = 1.146e+02
  L for a correction of 0.05 eV = 163.4 angstrom
```
